# The adiabatic-to-diabatic equation and the two-state mixing angle

Electronic states found at fixed nuclei change their character as the nuclei move. Near a narrow avoided crossing, where the gap is small, this change is rapid, and it puts large derivative terms into the nuclear Schrödinger equation. This problem looks for combinations of the states in which those terms vanish within a chosen set of states.

Let $H(R)$ be the electronic Hamiltonian at nuclear coordinates $R$, with

$$H\phi_j=V_j\phi_j,\qquad \langle\phi_i|\phi_j\rangle=\delta_{ij}.$$

Brackets denote integration over the electrons only, and $\nabla$ differentiates with respect to $R$ at fixed electron coordinates. The states $\phi_1,\dots,\phi_N$ are real, smooth in $R$ and nondegenerate in the region considered. The derivative coupling is $F_{ij}=\langle\phi_i|\nabla\phi_j\rangle$. With several nuclear coordinates, $F$ is one matrix for each of them. Atomic units are used.

## (a) What are the symmetry and the size of the derivative coupling?

*Show that $F$ is antisymmetric, and express its off-diagonal elements through $\nabla H$.*

**Solution.** Differentiate the orthonormality condition. Its right side is constant, so

$$0=\langle\nabla\phi_i|\phi_j\rangle+\langle\phi_i|\nabla\phi_j\rangle=F_{ji}+F_{ij}.$$

The first term equals $F_{ji}$ because the functions are real. Hence $F^T=-F$, and the diagonal elements vanish.

Next differentiate the eigenvalue equation:

$$(\nabla H)\phi_j+H\nabla\phi_j=(\nabla V_j)\phi_j+V_j\nabla\phi_j .$$

Project on $\phi_i$ with $i\ne j$. Since $H$ is Hermitian, $\langle\phi_i|H\nabla\phi_j\rangle=V_iF_{ij}$. The term with $\nabla V_j$ drops out by orthogonality, which leaves

$$\langle\phi_i|\nabla H|\phi_j\rangle+V_iF_{ij}=V_jF_{ij},\qquad
F_{ij}=\frac{\langle\phi_i|\nabla H|\phi_j\rangle}{V_j-V_i}.$$

A small gap makes the coupling large unless the numerator is small too. At a degeneracy the formula fails, which is why degeneracies were excluded.

## (b) Which transformation removes the coupling?

*Form new states $\chi_k=\sum_j\phi_jA_{jk}$ with an $R$-dependent orthogonal matrix $A$. Find the condition for $\langle\chi_k|\nabla\chi_l\rangle=0$ for all $k,l\le N$. Is it consistent with orthogonality, and what freedom remains?*

**Solution.** The product rule gives

$$\nabla\chi_l=\sum_j\left[(\nabla\phi_j)A_{jl}+\phi_j\nabla A_{jl}\right].$$

Project on $\chi_k=\sum_i\phi_iA_{ik}$:

$$\langle\chi_k|\nabla\chi_l\rangle=\sum_{ij}A_{ik}\left[F_{ij}A_{jl}+\delta_{ij}\nabla A_{jl}\right]
=\left[A^T(FA+\nabla A)\right]_{kl}.$$

The matrix $A^T$ is invertible, so the left side vanishes for all $k,l$ if and only if

$$\nabla A+FA=0 .$$

This is the adiabatic-to-diabatic equation. To check orthogonality, insert $\nabla A=-FA$ and its transpose $(\nabla A)^T=-A^TF^T=A^TF$:

$$\nabla(A^TA)=(\nabla A)^TA+A^T\nabla A=A^TFA-A^TFA=0 .$$

A matrix that is orthogonal at one point therefore stays orthogonal along the solution.

In one coordinate the condition is a linear first-order differential equation, $A'=-FA$, with continuous coefficients. It has one solution for each starting matrix $A(R_0)$. If $A$ is a solution and $B$ a constant orthogonal matrix, then $(AB)'=-F(AB)$, so $AB$ is a solution too. The equation fixes how the new states follow the nuclei, but leaves one constant orthogonal matrix free.

The condition makes $\nabla\chi_l$ orthogonal to the $N$ chosen states. It does not make $\nabla\chi_l$ zero, because the derivative may still point towards omitted states. The $\chi_k$ are diabatic within the chosen set. If the set were complete, $\nabla\chi_l$ would be orthogonal to everything and hence zero: the diabatic states would be a basis independent of $R$.

## (c) What does the equation become for two states in one coordinate?

*Solve it for $N=2$.*

**Solution.** By part (a) there is one independent coupling, $f=F_{12}=\langle\phi_1|\phi_2'\rangle$. A real orthogonal $2\times2$ matrix with determinant $+1$ is a rotation. Determinant $-1$ adds a constant change of sign of $\chi_2$, which is covered by the free matrix $B$. Write therefore

$$F=\begin{pmatrix}0&f\\-f&0\end{pmatrix},\qquad
A=\begin{pmatrix}\cos\theta&-\sin\theta\\ \sin\theta&\cos\theta\end{pmatrix}.$$

The two terms of the equation are

$$A'=\theta'\begin{pmatrix}-\sin\theta&-\cos\theta\\ \cos\theta&-\sin\theta\end{pmatrix},\qquad
FA=f\begin{pmatrix}\sin\theta&\cos\theta\\-\cos\theta&\sin\theta\end{pmatrix}.$$

The second matrix is minus the first, so $A'+FA=0$ reduces in all four elements to $\theta'=f$. Integration gives

$$\theta(R)=\theta(R_0)+\int_{R_0}^{R}f(R')\,dR' .$$

The integral is the change of the mixing angle; the starting value is the free constant of part (b). The sign of $f$ is a matter of phase: replacing $\phi_2$ by $-\phi_2$ everywhere reverses $f$ and the sense of rotation.

## (d) Where does the coupling go?

*Find the potential matrix in the new basis and the nuclear equation for one coordinate with mass $M$.*

**Solution.** The new states are

$$\chi_1=\cos\theta\,\phi_1+\sin\theta\,\phi_2,\qquad \chi_2=-\sin\theta\,\phi_1+\cos\theta\,\phi_2 .$$

Since $H$ is diagonal in the $\phi_j$, the elements $W_{kl}=\langle\chi_k|H|\chi_l\rangle$ are

$$W_{11}=V_1\cos^2\theta+V_2\sin^2\theta,\qquad W_{22}=V_1\sin^2\theta+V_2\cos^2\theta,$$
$$W_{12}=(V_2-V_1)\sin\theta\cos\theta .$$

Subtraction gives $W_{22}-W_{11}=(V_2-V_1)\cos2\theta$, and $2W_{12}=(V_2-V_1)\sin2\theta$. Therefore

$$\tan2\theta=\frac{2W_{12}}{W_{22}-W_{11}} .$$

For the nuclear motion write $\Psi=\sum_l\chi_l\eta_l$, with nuclear amplitudes $\eta_l(R)$, and project the second derivative on $\chi_k$:

$$\langle\chi_k|\Psi''\rangle=\eta_k''+2\sum_l\langle\chi_k|\chi_l'\rangle\eta_l'+\sum_l\langle\chi_k|\chi_l''\rangle\eta_l .$$

The middle sum is zero by construction. Differentiating $\langle\chi_k|\chi_l'\rangle=0$ gives $\langle\chi_k|\chi_l''\rangle=-\langle\chi_k'|\chi_l'\rangle\equiv-K_{kl}$. Multiplication by $-1/2M$ then leads to

$$-\frac{1}{2M}\eta''+\left(W+\frac{K}{2M}\right)\eta=E\eta .$$

The matrix $K$ comes entirely from the omitted states, because $\chi_l'$ has no component in the chosen pair.

In the adiabatic basis the amplitudes are $\psi=A\eta$, since $\Psi=\sum_{jl}\phi_jA_{jl}\eta_l$. For them

$$\left(\frac{d}{dR}+F\right)A\eta=(A'+FA)\eta+A\eta'=A\eta' .$$

Applying the same operator again gives $(d/dR+F)^2\psi=A\eta''$. The derivative coupling in the adiabatic kinetic energy has thus been exchanged for the off-diagonal potential $W_{12}$. Within the pair nothing is lost by the exchange.

## (e) How large is the rotation at a linear crossing?

*Let two diabatic potentials cross linearly, $W_{11}-W_{22}=aR$, with constant coupling $W_{12}=c$ and $a,c>0$. Find $f(R)$ and its integral from $-L$ to $L$.*

**Solution.** Part (d) gives $\cot2\theta=-aR/2c$. Differentiate both sides:

$$-\frac{2\theta'}{\sin^2 2\theta}=-\frac{a}{2c},\qquad \theta'=\frac{a}{4c}\sin^22\theta .$$

With $\sin^22\theta=1/(1+\cot^22\theta)$ and $\theta'=f$,

$$f(R)=\frac{a}{4c}\,\frac{1}{1+(aR/2c)^2}.$$

This is a Lorentzian of half-width $2c/a$ at half height. Substitute $u=aR/2c$, so that $dR=(2c/a)\,du$:

$$\int_{-L}^{L}f\,dR=\frac12\int_{-aL/2c}^{aL/2c}\frac{du}{1+u^2}=\arctan\frac{aL}{2c}.$$

For $L\gg2c/a$ the integral tends to $\pi/2$, whatever the coupling. A rotation by $\pi/2$ exchanges the two states up to a sign: each adiabatic state leaves the crossing with the character that the other had on entry. As $c\to0$, the peak becomes higher and narrower, while its area over the whole line stays $\pi/2$. In that limit the adiabatic labels are exchanged abruptly at the crossing.

## (f) Does a computed electronic problem behave this way?

*An electron with coordinate $x$ moves in a double well that is tilted by a nuclear displacement $R$:*

$$H=\frac{p^2}{2}+h\left(\frac{x^2}{b^2}-1\right)^2-gRx+\frac{kR^2}{2}.$$

*Take $h=1$ hartree, $b=3$ bohr, $g=0.02$ and $k=0.1$ hartree/bohr². Choose the starting angle by symmetry, and compare the two lowest states with the linear crossing.*

**Solution.** The Hamiltonian is unchanged when $x$ and $R$ are both reversed. At $R=0$ the lowest state is even in $x$ and the next is odd. By continuity,

$$\phi_1(-x;-R)=\phi_1(x;R),\qquad \phi_2(-x;-R)=-\phi_2(x;R).$$

Differentiating the second relation with respect to $R$ produces another minus sign, so $\phi_2'(-x;-R)=\phi_2'(x;R)$. Hence $f(-R)=f(R)$. The choice $\theta(0)=\pi/4$ then gives $\theta(-R)=\pi/2-\theta(R)$, and

$$\chi_1(-x;-R)=\sin\theta\,\phi_1(x;R)-\cos\theta\,\phi_2(x;R)=-\chi_2(x;R),$$

with $\theta=\theta(R)$. The diabatic states are mirror images up to a sign, and their potentials cross at $R=0$.

The phase of $\phi_2$ is chosen to make $f(0)$ positive. Diagonalization and integration of $f$ give the following values, with energies in hartree and lengths in bohr. For negative $R$, the columns $V_1$, $V_2$, $f$ and $W_{12}$ repeat.

| $R$ | $V_1$ | $V_2$ | $f$ | $\theta$ (degrees) | $W_{12}$ |
|---|---|---|---|---|---|
| 0 | 0.42958 | 0.44674 | 3.097 | 45.00 | 0.00858 |
| 0.25 | 0.42546 | 0.45707 | 0.914 | 73.59 | 0.00857 |
| 1 | 0.43398 | 0.54155 | 0.081 | 85.52 | 0.00837 |
| 2 | 0.53010 | 0.74301 | 0.022 | 87.92 | 0.00774 |

The gap at $R=0$ is $0.01716$ hartree, or $0.467$ eV. At $R=0.25$ bohr the potential formula gives

$$W_{11}=0.42546\cos^2 73.59^\circ+0.45707\sin^2 73.59^\circ=0.4545\ \text{hartree}.$$

The character of the states follows from part (a). The tilt gives $f(0)=-g\langle\phi_1|x|\phi_2\rangle/(V_2-V_1)$, hence

$$\langle\phi_1|x|\phi_2\rangle=-\frac{3.097\times0.01716}{0.02}=-2.66\ \text{bohr}.$$

At $R=0$, $\chi_1=(\phi_1+\phi_2)/\sqrt2$. By parity the diagonal elements of $x$ vanish, so the mean position in $\chi_1$ is $-2.66$ bohr; in $\chi_2$ it is $+2.66$ bohr. One diabatic state has the electron on the left, the other on the right.

For the comparison, $a$ is the slope of $W_{11}-W_{22}$ at $R=0$. The slope of each $W_{kk}$ is $\langle\chi_k|H'|\chi_k\rangle$: the terms containing $\chi_k'$ vanish because $H\chi_k$ lies in the chosen pair and $\chi_k'$ is orthogonal to it. The computed values are $a=0.1063$ hartree/bohr and $c=0.00858$ hartree, so

$$\frac{a}{4c}=\frac{0.1063}{4\times0.00858}=3.10\ \text{bohr}^{-1},\qquad \frac{2c}{a}=0.161\ \text{bohr}.$$

The peak height agrees with the computed $f(0)$, as it must. Inverting the rotation at $\theta=\pi/4$ gives $\phi_1=(\chi_1-\chi_2)/\sqrt2$ and $\phi_2=(\chi_1+\chi_2)/\sqrt2$. Therefore $\langle\phi_1|H'|\phi_2\rangle=a/2$, and division by the gap $2c$ gives $a/4c$.

Between $-3$ and $3$ bohr the computed states rotate by $87.61^\circ$, against $86.92^\circ$ for the linear crossing on the same interval. The table shows where such a difference comes from. At $R=2$ bohr the diabatic difference is $0.2124$ hartree, close to $aR=0.2126$ hartree, but $W_{12}$ has fallen by about 10% from its central value. Since $\tan2\theta=2W_{12}/(W_{22}-W_{11})$, a smaller coupling at the same diabatic difference brings the angle closer to $90^\circ$, the value that the linear crossing approaches at large $R$.

The program also obtains the rotation without using $F$. For neighbouring points a distance $\delta$ apart, the overlaps $\langle\phi_i(R)|\phi_j(R+\delta)\rangle$ equal $\delta_{ij}+\delta F_{ij}$ to first order in $\delta$. The nearest orthogonal matrix $O$ therefore advances the solution by $A(R+\delta)=O^TA(R)$. The result is again $87.61^\circ$.

## (g) What do the nuclear levels show?

*For $M=2000$ electron masses, compare the full electron–nuclear model with the two diabatic states and with nuclear motion on $V_1$ alone.*

**Solution.** The full model keeps 16 electronic functions. The two-state calculation uses the equation of part (d), including $K$. The calculation on $V_1$ drops all derivative couplings. The four lowest levels, in hartree, are:

| Level | Full model | Two diabatic states | $V_1$ alone |
|---|---|---|---|
| 0 | 0.425734 | 0.425734 | 0.425538 |
| 1 | 0.426168 | 0.426168 | 0.426175 |
| 2 | 0.431390 | 0.431390 | 0.430973 |
| 3 | 0.433600 | 0.433600 | 0.433747 |

The two diabatic states reproduce these levels of the full model to $4\times10^{-9}$ hartree. Without $K$ the largest error is $1.1\times10^{-7}$ hartree. To first order, $K/2M$ shifts a level by its average over the nuclear function. A single sample value shows only that it is of the same order as this error: at $R=0.25$ bohr, where $\chi_1$ is the upper diabatic state, the norm of $\chi_1'$ is $0.0250$ bohr$^{-1}$, so

$$\frac{K_{11}}{2M}=\frac{0.0250^2}{4000}=1.6\times10^{-7}\ \text{hartree}.$$

On $V_1$ alone the largest error is $4.2\times10^{-4}$ hartree. The splitting of the lowest pair becomes $6.4\times10^{-4}$ instead of $4.3\times10^{-4}$ hartree. The neglected terms are not small here. Expanding $-(d/dR+F)^2/2M$ gives, among others, the diagonal term $-F^2/2M$. Since $F^2=-f^2\mathbf 1$, this is a positive energy $f^2/2M$. At $R=0$ it is $3.097^2/4000=0.0024$ hartree, about a third of the barrier of $V_1$, which lies $0.0069$ hartree above the minima near $R=\pm0.5$ bohr. This term accounts for only part of the error. Being positive, it raises every level. It improves levels 0 and 2, which lie too low on $V_1$, but worsens levels 1 and 3, which already lie too high. With it the splitting of the lowest pair is $5.0\times10^{-4}$ hartree and the largest error $2.7\times10^{-4}$ hartree. The remainder comes from the off-diagonal derivative terms, which couple the motion on $V_1$ to the second state.

## (h) What changes with more states or more coordinates?

*Examine whether $\exp(-\int F\,dR)$ solves the equation for $N>2$, and whether a solution exists in several coordinates.*

**Solution.** Start from $A(R_0)=\mathbf 1$ and iterate $A'=-FA$ in one coordinate. The second-order term is

$$\int_{R_0}^{R}dR_1\int_{R_0}^{R_1}dR_2\,F(R_1)F(R_2).$$

The exponential contains $\frac12(\int F\,dR)^2$ instead. On the region $R_2<R_1$ this has the integrand $\frac12[F(R_1)F(R_2)+F(R_2)F(R_1)]$. The first expression minus the second is

$$\frac12\int_{R_0}^{R}dR_1\int_{R_0}^{R_1}dR_2\,[F(R_1),F(R_2)] .$$

For two states each $F(R)$ is a number times the same matrix, so the commutator vanishes and a single integral suffices. For more states the matrices need not commute, and the differential equation has to be integrated in order. With the three lowest states of the model, from $R=-1$ to $0.5$ bohr, the exponential is wrong by up to $0.012$ in an element of $A$.

In several coordinates, $\partial_aA=-F_aA$ must hold for every coordinate $a$. Differentiate this with respect to coordinate $b$ and use the equation again:

$$\partial_b\partial_aA=-(\partial_bF_a)A+F_aF_bA .$$

Subtract the expression with $a$ and $b$ exchanged. Mixed derivatives are equal and $A$ is invertible, so a solution requires

$$\partial_aF_b-\partial_bF_a+[F_a,F_b]=0 .$$

To see whether this holds, differentiate $(F_b)_{ij}=\langle\phi_i|\partial_b\phi_j\rangle$. The second derivatives cancel in the difference:

$$(\partial_aF_b-\partial_bF_a)_{ij}=\langle\partial_a\phi_i|\partial_b\phi_j\rangle-\langle\partial_b\phi_i|\partial_a\phi_j\rangle .$$

Insert a complete set of electronic states between the derivatives. The chosen states contribute $\sum_k(F_a)_{ki}(F_b)_{kj}=-(F_aF_b)_{ij}$ to the first term, and so $-[F_a,F_b]_{ij}$ to the difference. With $Q$ the projector on the omitted states,

$$(\partial_aF_b-\partial_bF_a+[F_a,F_b])_{ij}
=\langle\partial_a\phi_i|Q|\partial_b\phi_j\rangle-\langle\partial_b\phi_i|Q|\partial_a\phi_j\rangle .$$

For a complete set $Q=0$ and the condition is met. For a truncated set the right side is in general not zero. Adding a second coordinate $S$ to the model through $qSx^2$, with $q=0.02$ hartree/bohr³, gives $-2.5\times10^{-3}$ bohr$^{-2}$ for the 12 element with $a=R$, $b=S$ at $R=0.25$ bohr, $S=0$. Differentiating the couplings and summing over the omitted states give the same number. The integral of the two-state coupling then depends on the path taken between two points, and no mixing angle removes both components of the coupling throughout a region around this point. In one coordinate there are no mixed derivatives to reconcile, and the integral of part (c) stands.

## Table of computed values

```
barrier height = 1.00 hartree; well position b = 3.00 bohr
tilt g = 0.020 hartree/bohr^2; k = 0.100 hartree/bohr^2
nuclear mass M = 2000 electron masses; q = 0.020 hartree/bohr^3
electronic functions = 16; basis error = 1.2e-14 hartree
V1(R=0) = 0.429584 hartree
V2(R=0) = 0.446741 hartree
V3(R=0) = 1.047735 hartree
gap V2-V1 at R=0 = 0.017157 hartree = 0.4669 eV
R [bohr], V1, V2 [hartree], f [1/bohr], theta [degree]:
  -2.00 0.530097 0.743013 0.02211 2.084
  -1.00 0.433982 0.541545 0.08066 4.478
  -0.25 0.425456 0.457069 0.91358 16.407
   0.00 0.429584 0.446741 3.09720 45.000
   0.25 0.425456 0.457069 0.91358 73.593
   1.00 0.433982 0.541545 0.08066 85.522
   2.00 0.530097 0.743013 0.02211 87.916
R [bohr], W11, W22, W12 [hartree]:
  -2.00 0.530379 0.742731 0.007739
  -1.00 0.434638 0.540889 0.008372
  -0.25 0.427979 0.454547 0.008565
   0.00 0.438163 0.438163 0.008578
   0.25 0.454547 0.427979 0.008565
   1.00 0.540889 0.434638 0.008372
   2.00 0.742731 0.530379 0.007739
f at R=0.25 bohr, matrix element = 0.913580 1/bohr
f at R=0.25 bohr, differentiated states = 0.913580 1/bohr
largest coupling left between diabats = 3.1e-12 1/bohr
norm of chi1' at R=0.25 bohr = 0.02502 1/bohr
rotation from R=-3 to 3 bohr, integral of f = 87.6122 degree
same rotation from overlaps = 87.6122 degree
linear crossing: a = 0.106275 hartree/bohr, c = 0.008578 hartree
linear crossing: half-width 2c/a = 0.1614 bohr
linear crossing: same interval = 86.9198 degree
linear crossing: whole line = 90.0000 degree
three states, R from -1.0 to 0.5 bohr: largest element differences
  ordered solution minus overlap transport = 1.2e-10
  ordered solution minus exp(-integral F) = 0.01188
curl at R=0.25 bohr, S=0: differentiated = -2.4893e-03 1/bohr^2
curl at same point: omitted-state sum = -2.4893e-03 1/bohr^2
level, full model, two diabats with K, lower surface [hartree]:
  0 0.4257337 0.4257337 0.4255380
  1 0.4261675 0.4261675 0.4261754
  2 0.4313900 0.4313900 0.4309727
  3 0.4335995 0.4335995 0.4337469
largest level error, two diabats without K = 1.09e-07 hartree
largest level error, two diabats with K = 3.62e-09 hartree
largest level error, lower surface alone = 4.17e-04 hartree
```
